# Control Variates for Paired Cheap and Expensive Energy Calculations: verification in Python

```python
# Result under test: for n independent pairs (H, L) with known mean mu_L,
#   M(beta) = mean(H) - beta*(mean(L) - mu_L)
# has least variance at beta = Cov(H,L)/Var(L), and that least variance is
# (1 - rho^2)*Var(H)/n, where rho is the correlation of H and L.
# H: expensive energy (frozen-core CCSD(T)); L: cheap energy (Hartree-Fock),
# both for HCl at a random bond length drawn from a finite weighted set.
# Variances of estimators are found by listing every possible sample.
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc, lib
from pyscf.scf import hf as hf_module

lib.num_threads(1)
hf_module.MUTE_CHKFILE = True
MEV = 1000.0 * physical_constants["Hartree energy in eV"][0]

centre, width = 1.28, 0.08                      # angstrom
bonds = centre + 0.04 * np.arange(-6, 7)
weights = np.exp(-0.5 * ((bonds - centre) / width) ** 2)
weights /= weights.sum()


def energies(bond):
    mol = gto.M(atom=f"H 0 0 0; Cl 0 0 {bond:.10f}", basis="cc-pvdz", verbose=0)
    mean_field = scf.RHF(mol)
    mean_field.conv_tol = 1e-11
    mean_field.kernel()
    coupled = cc.CCSD(mean_field, frozen=5)
    coupled.incore_complete = True
    coupled.conv_tol = 1e-9
    coupled.kernel()
    assert mean_field.converged and coupled.converged
    return mean_field.e_tot, coupled.e_tot + coupled.ccsd_t()


table = np.array([energies(bond) for bond in bonds]) * MEV
table -= table[6]                               # own value at the centre
cheap, costly = table[:, 0], table[:, 1]


def moments(x, y, p):
    mx, my = p @ x, p @ y
    return mx, my, p @ (x - mx) ** 2, p @ (y - my) ** 2, p @ ((x - mx) * (y - my))


mu_h, mu_l, var_h, var_l, cov = moments(costly, cheap, weights)
beta_best = cov / var_l
rho = cov / np.sqrt(var_h * var_l)
factor = 1 - rho ** 2


def all_samples(size):
    index = np.indices((len(bonds),) * size).reshape(size, -1)
    return index, weights[index].prod(axis=0)


def mean_and_variance(values, p):
    mean = p @ values
    return mean, p @ (values - mean) ** 2


def fitted_slope(index):
    """Least-squares slope of H on L in each column; zero if all draws coincide."""
    h, l = costly[index], cheap[index]
    dl = l - l.mean(axis=0)
    spread = (dl ** 2).sum(axis=0)
    same = np.ptp(index, axis=0) == 0
    return np.where(same, 0.0, (dl * h).sum(axis=0) / np.where(same, 1.0, spread))


# Known cheap mean: every sample of four draws
n = 4
index4, prob4 = all_samples(n)
h4, l4 = costly[index4].mean(axis=0), cheap[index4].mean(axis=0)


def listed(beta):
    return mean_and_variance(h4 - beta * (l4 - mu_l), prob4)


plain_variance = listed(0.0)[1]
assert np.isclose(plain_variance, var_h / n, rtol=1e-9)
search = minimize_scalar(lambda b: listed(b)[1] / plain_variance)
assert abs(search.x - beta_best) < 1e-5
assert np.isclose(search.fun, factor, rtol=1e-7)
for beta in (-0.5, 0.4, 1.0, 1.7):
    mean, variance = listed(beta)
    assert abs(mean - mu_h) < 1e-7
    square = (var_h * factor + var_l * (beta - beta_best) ** 2) / n
    assert np.isclose(variance, square, rtol=1e-9)
assert np.isclose(listed(2 * beta_best)[1], plain_variance, rtol=1e-9)
assert listed(1.9 * beta_best)[1] < plain_variance < listed(2.1 * beta_best)[1]
difference_factor = listed(1.0)[1] / plain_variance

# Negative correlation is just as useful: reverse the sign of the cheap result
reverse = minimize_scalar(
    lambda b: mean_and_variance(h4 - b * (-l4 + mu_l), prob4)[1] / plain_variance)
assert reverse.x < 0 and np.isclose(reverse.fun, factor, rtol=1e-7)

# Unknown cheap mean: two pairs and N further cheap draws
unknown = {}
for extra in (1, 2, 3):
    index, prob = all_samples(2 + extra)
    h_pair = costly[index[:2]].mean(axis=0)
    gap = cheap[index[:2]].mean(axis=0) - cheap[index[2:]].mean(axis=0)
    best = minimize_scalar(
        lambda b: mean_and_variance(h_pair - b * gap, prob)[1] / (var_h / 2))
    share = extra / (extra + 2)
    assert abs(best.x - beta_best * share) < 1e-5
    assert np.isclose(best.fun, 1 - rho ** 2 * share, rtol=1e-7)
    unknown[extra] = (best.x, best.fun)

# Coefficient from an independent pilot of three pairs, then two new pairs
index5, prob5 = all_samples(5)
pilot_slope = fitted_slope(index5[:3])
pilot_estimate = (costly[index5[3:]].mean(axis=0)
                  - pilot_slope * (cheap[index5[3:]].mean(axis=0) - mu_l))
pilot_mean, pilot_variance = mean_and_variance(pilot_estimate, prob5)
index3, prob3 = all_samples(3)
slope_error = prob3 @ (fitted_slope(index3) - beta_best) ** 2
assert abs(pilot_mean - mu_h) < 1e-6
assert np.isclose(pilot_variance, (var_h * factor + var_l * slope_error) / 2, rtol=1e-8)

# Coefficient fitted to the same four draws: a bias appears
same_estimate = h4 - fitted_slope(index4) * (l4 - mu_l)
same_bias = prob4 @ same_estimate - mu_h
assert abs(same_bias) > 1e-3

# Equal budgets, in units of one expensive run, tested by random sampling
cheap_cost, budget = 0.05, 100.0
setup = len(bonds) * cheap_cost
n_plain = int(budget)
n_control = int((budget - setup) / (1 + cheap_cost))
predicted_ratio = factor * (1 + cheap_cost) / (1 - setup / budget)
rng = np.random.default_rng(12345)
repeats = 20000
draw_plain = rng.choice(len(bonds), size=(n_plain, repeats), p=weights)
draw_control = rng.choice(len(bonds), size=(n_control, repeats), p=weights)
plain_runs = costly[draw_plain].mean(axis=0)
h_runs = costly[draw_control].mean(axis=0)
l_runs = cheap[draw_control].mean(axis=0)
control_runs = h_runs - beta_best * (l_runs - mu_l)
sampled_ratio = control_runs.var() / plain_runs.var()
# Sampling error of the ratio is about 1.5 percent; integer n adds under 1 percent
assert abs(sampled_ratio / predicted_ratio - 1) < 0.07
refit_runs = h_runs - fitted_slope(draw_control) * (l_runs - mu_l)
refit_factor = refit_runs.var() / (var_h / n_control)
assert refit_factor < 1.3 * factor

# Cause of the imperfect correlation: displaced minima of the two curves
curve_l = Polynomial.fit(bonds, cheap, 8)
curve_h = Polynomial.fit(bonds, costly, 8)
assert max(abs(curve_l(bonds) - cheap).max(), abs(curve_h(bonds) - costly).max()) < 0.1
options = {"xatol": 1e-9}
r_l = minimize_scalar(curve_l, bounds=(1.2, 1.4), method="bounded", options=options).x
r_h = minimize_scalar(curve_h, bounds=(1.2, 1.4), method="bounded", options=options).x
moved = curve_l(bonds - (r_h - r_l))
_, _, _, var_moved, cov_moved = moments(costly, moved, weights)
factor_moved = 1 - cov_moved ** 2 / (var_h * var_moved)
assert r_h > r_l and factor_moved < 0.5 * factor

print("HCl, cc-pVDZ; energies relative to own value at 1.28 angstrom")
print("bond (angstrom), weight, HF (meV), CCSD(T) (meV)")
for r, w, l, h in zip(bonds, weights, cheap, costly):
    print(f"{r:.2f}  {w:.5f}  {l:9.2f}  {h:9.2f}")
print(f"mean HF energy mu_L = {mu_l:.3f} meV")
print(f"mean CCSD(T) energy mu_H = {mu_h:.3f} meV")
print(f"standard deviation HF = {np.sqrt(var_l):.3f} meV")
print(f"standard deviation CCSD(T) = {np.sqrt(var_h):.3f} meV")
print(f"covariance = {cov:.1f} meV^2")
print(f"correlation rho = {rho:.5f}; rho^2 = {rho**2:.5f}")
print(f"best coefficient, formula = {beta_best:.5f}")
print(f"best coefficient, search over listed samples = {search.x:.5f}")
print(f"variance factor 1-rho^2, formula = {factor:.5f}")
print(f"variance factor, listed samples = {search.fun:.5f}")
print(f"standard-error factor = {np.sqrt(factor):.5f}")
print(f"variance factor at beta=1, listed = {difference_factor:.5f}")
for extra, (b, f) in unknown.items():
    print(f"unknown mean, n=2, N={extra}: beta = {b:.5f}, factor = {f:.5f}")
print(f"three-pair pilot: mean square slope error = {slope_error:.5f}")
print(f"three-pair pilot: variance factor = {pilot_variance/(var_h/2):.5f}")
print(f"same-sample slope, n=4: bias = {same_bias:.3f} meV")
print(f"same-sample slope, n={n_control}: sampled factor = {refit_factor:.4f}")
print(f"cost of cheap run = {cheap_cost:.2f}, setup = {setup:.2f}, budget = {budget:.0f}"
      " expensive runs")
print(f"draws at equal budget: plain {n_plain}, control {n_control}")
print(f"standard error, plain = {np.sqrt(var_h/n_plain):.3f} meV")
print(f"standard error, control = {np.sqrt(var_h*factor/n_control):.3f} meV")
print(f"equal-budget variance ratio, formula = {predicted_ratio:.4f}")
print(f"equal-budget variance ratio, {repeats} repeats = {sampled_ratio:.4f}")
print(f"curve minimum HF = {r_l:.4f} angstrom; CCSD(T) = {r_h:.4f} angstrom")
print(f"variance factor with minima aligned = {factor_moved:.6f}")
print("checks complete")
```

Running it gives:

```
HCl, cc-pVDZ; energies relative to own value at 1.28 angstrom
bond (angstrom), weight, HF (meV), CCSD(T) (meV)
1.04  0.00222    1591.93    1684.37
1.08  0.00877    1013.50    1091.58
1.12  0.02702     594.46     657.84
1.16  0.06483     305.61     353.92
1.20  0.12111     122.88     155.69
1.24  0.17621      26.46      43.20
1.28  0.19968       0.00       0.00
1.32  0.17621      30.08      12.47
1.36  0.12111     105.61      69.34
1.40  0.06483     217.49     161.31
1.44  0.02702     358.21     280.65
1.48  0.00877     521.57     420.95
1.52  0.00222     702.46     576.92
mean HF energy mu_L = 115.846 meV
mean CCSD(T) energy mu_H = 114.109 meV
standard deviation HF = 174.053 meV
standard deviation CCSD(T) = 183.091 meV
covariance = 31301.6 meV^2
correlation rho = 0.98224; rho^2 = 0.96479
best coefficient, formula = 1.03324
best coefficient, search over listed samples = 1.03324
variance factor 1-rho^2, formula = 0.03521
variance factor, listed samples = 0.03521
standard-error factor = 0.18765
variance factor at beta=1, listed = 0.03621
unknown mean, n=2, N=1: beta = 0.34441, factor = 0.67840
unknown mean, n=2, N=2: beta = 0.51662, factor = 0.51761
unknown mean, n=2, N=3: beta = 0.61995, factor = 0.42113
three-pair pilot: mean square slope error = 3.27704
three-pair pilot: variance factor = 2.99670
same-sample slope, n=4: bias = -14.666 meV
same-sample slope, n=94: sampled factor = 0.0382
cost of cheap run = 0.05, setup = 0.65, budget = 100 expensive runs
draws at equal budget: plain 100, control 94
standard error, plain = 18.309 meV
standard error, control = 3.544 meV
equal-budget variance ratio, formula = 0.0372
equal-budget variance ratio, 20000 repeats = 0.0375
curve minimum HF = 1.2773 angstrom; CCSD(T) = 1.2899 angstrom
variance factor with minima aligned = 0.000099
checks complete
```
